# Perpendicular magnetoresistance of two ferromagnets with a short spin diffusion length

## Problem

Two identical ferromagnetic layers, each of thickness $t=50$ nm, carry a current perpendicular to their planes. Their bulk spin asymmetry is $\beta=0.7$ and their spin diffusion length is $l=5.5$ nm. A thin spacer lets the two magnetizations be set parallel (P) or antiparallel (AP), but its resistance, the resistance of its interfaces and any spin flips in them are neglected. Find the magnetoresistance

$$
\mathrm{MR}=\frac{R_{AP}-R_P}{R_P}.
$$

The outer contacts must also be specified, because the answer depends on them. Here they are ideal spin sinks: they add no resistance and hold the electrochemical potentials of the two spins equal.

**Conventions.** The layers occupy $-t<z<0$ and $0<z<t$, and a charge current of density $J$ flows along $+z$. "Up" and "down" refer to one fixed axis in both layers. A layer has $p=+\beta$ if it is magnetized so that up electrons are the majority, and $p=-\beta$ if it is reversed. Its channel resistivities are

$$
\rho_\uparrow=2\rho^*(1-p),\qquad \rho_\downarrow=2\rho^*(1+p).
$$

The channels conduct in parallel, so the total resistivity is

$$
\rho=\frac{\rho_\uparrow\rho_\downarrow}{\rho_\uparrow+\rho_\downarrow}
=\frac{4\rho^{*2}(1-p^2)}{4\rho^*}=\rho^*(1-\beta^2).
$$

Resistances are quoted as resistance times area, $AR$. To put numbers on them, take the round value $\rho^*=240$ nΩ·m. Then $\rho=122.4$ nΩ·m, with 144 nΩ·m for the majority channel and 816 nΩ·m for the minority channel.

## First estimate by scaling

Deep inside a magnet the two channels share one potential and the current divides according to their conductances. The spin current $J_s=J_\uparrow-J_\downarrow$ is then $pJ$. In the parallel state this holds everywhere, and

$$
AR_P=2t\rho^*(1-\beta^2).
$$

In the antiparallel state $J_s$ must change from $+\beta J$ to $-\beta J$ across the junction. Spin flips produce this change, and they need a distance of order $l$ on each side. As a crude picture, let the current be unpolarized within $l$ of the junction and fully adjusted beyond.

With $J/2$ in each channel, the mean of the two potential gradients has magnitude

$$
\tfrac12\left(\rho_\uparrow\tfrac J2+\rho_\downarrow\tfrac J2\right)
=\tfrac14\,(4\rho^*)J=\rho^*J ,
$$

instead of $\rho^*(1-\beta^2)J$. The excess is $\beta^2\rho^*J$ over a total length $2l$, so

$$
AR_{AP}-AR_P\sim2\beta^2\rho^*l,\qquad
\mathrm{MR}\sim\frac{\beta^2}{1-\beta^2}\,\frac lt .
$$

If $t<l$, the unpolarized region cannot be longer than the layer, and $l$ must be replaced by $t$. For the given layers $\beta^2/(1-\beta^2)=0.9608$ and $l/t=0.11$, so the estimate is about 0.106. Scaling alone does not vouch for the prefactor, since the width of the unpolarized region was assumed to be $l$ and not, say, $l/2$ or $2l$.

## Exact solution of the diffusion model

### Equations in one layer

Each spin channel obeys Ohm's law,

$$
J_\sigma=-\frac{V_\sigma'}{\rho_\sigma},
$$

where $V_\sigma$ is the electrochemical potential expressed as a voltage. Let $W=V_\uparrow-V_\downarrow$. Spin flips carry current from the channel at higher potential to the other, in proportion to $W$:

$$
J_\uparrow'=-gW,\qquad J_\downarrow'=+gW .
$$

The sum $J=J_\uparrow+J_\downarrow$ is therefore constant. Differentiating $W'=-\rho_\uparrow J_\uparrow+\rho_\downarrow J_\downarrow$ gives

$$
W''=(\rho_\uparrow+\rho_\downarrow)gW=4\rho^*g\,W=\frac{W}{l^2},
\qquad l=\frac1{\sqrt{4\rho^*g}} .
$$

Now write $J_{\uparrow,\downarrow}=(J\pm J_s)/2$. Then

$$
W'=-\rho^*\big[(1-p)(J+J_s)-(1+p)(J-J_s)\big]=-2\rho^*(J_s-pJ),
$$

which rearranges to

$$
J_s=pJ-\frac{W'}{2\rho^*}. \tag{1}
$$

The mean potential $\bar V=(V_\uparrow+V_\downarrow)/2$ obeys

$$
\bar V'=-\tfrac12\rho^*\big[(1-p)(J+J_s)+(1+p)(J-J_s)\big]
=-\rho^*(J-pJ_s).
$$

Inserting (1) gives

$$
\bar V'=-\rho^*(1-\beta^2)J-\frac p2W'. \tag{2}
$$

Integrated across one layer, (2) says that the voltage drop is the ohmic value $\rho tJ$ plus $(p/2)\,\Delta W$, where $\Delta W$ is $W$ at the right face minus $W$ at the left face. At the sinks $W=0$, so $\bar V$ there is the potential of the contact itself, and the measured voltage is unambiguous.

### Parallel state

Here $p=\beta$ in both layers. At the junction $W$ is continuous because there is no interface resistance, and $J_s$ is continuous because no spins flip there. By (1), $W'$ is then continuous too, so one solution of $W''=W/l^2$ covers the whole stack. The condition $W(-t)=0$ leaves $W=C\sinh[(z+t)/l]$, and $W(t)=0$ forces $C=0$. Hence $J_s=\beta J$ throughout and

$$
AR_P=2t\rho^*(1-\beta^2). \tag{3}
$$

### Antiparallel state

Let $p=+\beta$ on the left and $-\beta$ on the right. The solution that vanishes at both contacts and is continuous at $z=0$ is

$$
W(z)=W_0\,\frac{\sinh[(t-|z|)/l]}{\sinh(t/l)} .
$$

Its slopes at the junction are $W'(0^-)=+(W_0/l)\coth(t/l)$ and $W'(0^+)=-(W_0/l)\coth(t/l)$. Continuity of $J_s$ in (1) requires

$$
\beta J-\frac{W_0}{2\rho^*l}\coth\frac tl
=-\beta J+\frac{W_0}{2\rho^*l}\coth\frac tl .
$$

The two sides are negatives of each other, so both vanish. The current is unpolarized at the junction, and

$$
W_0=2\beta\rho^*l\,J\tanh\frac tl. \tag{4}
$$

The extra voltage follows from (2). On the left $\Delta W=W_0$ and $p=\beta$, which gives $+\beta W_0/2$. On the right $\Delta W=-W_0$ and $p=-\beta$, which again gives $+\beta W_0/2$. The total is $\beta W_0$, so

$$
AR_{AP}-AR_P=2\beta^2\rho^*l\tanh\frac tl. \tag{5}
$$

Dividing (5) by (3) gives

$$
\boxed{\;\mathrm{MR}=\frac{\beta^2}{1-\beta^2}\,\frac lt\,\tanh\frac tl\;} \tag{6}
$$

The resistivity scale $\rho^*$ has cancelled.

### Numbers

With $r_F=\rho^*l=1.320$ fΩ·m²,

$$
AR_P=2(50\ \text{nm})(122.4\ \text{nΩ·m})=12.24\ \text{fΩ·m}^2,
$$

$$
AR_{AP}-AR_P=2(0.49)(1.320)=1.294\ \text{fΩ·m}^2 .
$$

The factor $\tanh(t/l)$ differs from one by $2.5\times10^{-8}$ and can be dropped. The result is

$$
\mathrm{MR}=\frac{1.294}{12.24}=0.106,\quad\text{or }10.6\text{ percent}.
$$

Divided by $R_{AP}$ instead, the same resistance change is 9.6 percent, so the denominator must be stated with the number.

As a test of the integration, the stack was also treated as two chains of small resistors, one per spin, joined by spin-flip conductances. Solving this network for the same parameters gives 12.2400 fΩ·m² for the parallel state, a difference of 1.2936 fΩ·m² and an MR of 10.569 percent, as (6) does. These values are in the numerical output.

## Comparison of estimate and solution

For thick layers the estimate has the correct prefactor, and the spin-current profile shows why. Putting $W$ into (1) gives, for the left layer,

$$
J_s(z)=\beta J\left[1-\frac{\cosh[(t-|z|)/l]}{\cosh(t/l)}\right].
$$

From $\bar V'=-\rho^*(J-pJ_s)$, the excess gradient at each point is $\beta^2\rho^*J$ times the ratio of hyperbolic cosines. The effective length of unpolarized current on each side is the integral of that ratio:

$$
\int_0^t\frac{\cosh[(t-z)/l]}{\cosh(t/l)}\,dz=l\tanh\frac tl .
$$

The estimate replaced this smooth profile by a step of width $l$. For $t\gg l$ the profile is $e^{-|z|/l}$, whose area is also $l$, so the two agree. In the middle of a 50 nm layer $J_s/J$ is already 0.693, close to the bulk value 0.7. Most of each magnet therefore adds the same resistance in both states and merely dilutes the effect.

When $t$ is comparable with $l$, the step is a poorer substitute. The table holds $\beta$ and $l$ fixed. Its second column is the estimate, with $l$ replaced by $t$ when $t<l$.

| $t$ (nm) | Estimate (%) | Solution (%) |
|---:|---:|---:|
| 50 | 10.57 | 10.57 |
| 15 | 35.23 | 34.93 |
| 5.5 | 96.08 | 73.17 |
| 3 | 96.08 | 87.56 |

The estimate is worst near $t=l$, where it is too high by the factor $1/\tanh 1$, about 1.3. Without the replacement of $l$ by $t$ it would give 176 percent at 3 nm, twice the correct value.

In the opposite limit, $t\ll l$, the expansion $\tanh x\simeq x-x^3/3$ gives

$$
\mathrm{MR}\simeq\frac{\beta^2}{1-\beta^2}\left(1-\frac{t^2}{3l^2}\right).
$$

Without spin flips, and with sink contacts, the magnetoresistance is thus 96 percent, whatever the thickness. This is the result for two independent currents: in the antiparallel state each spin crosses one layer as majority and one as minority carrier. At 50 nm, spin relaxation reduces that value by a factor of about nine, which is $t/l$.

## What the neglected parts would change

**Leads.** Replace the sinks by long normal leads of resistivity $\rho_N$ and spin diffusion length $l_N$, and let $r_N=\rho_Nl_N$. For $t\gg l$ the contacts do not influence the junction. At the left contact, let $W=W_c$, decaying away from it on both sides. Equation (1), with $p=0$ in the lead, and continuity of $J_s$ give

$$
-\frac{W_c}{2r_N}=pJ+\frac{W_c}{2r_F}
\quad\Rightarrow\quad
W_c=-2pJ\,\frac{r_Fr_N}{r_F+r_N}.
$$

In the magnet this contributes $(p/2)(0-W_c)$ to the voltage, that is, an extra

$$
\beta^2\,\frac{r_Fr_N}{r_F+r_N}
$$

in $AR$. The right contact gives the same by mirror symmetry. Because $p^2=\beta^2$, the addition is equal in both magnetic states: it enlarges the denominator of MR and leaves the difference unchanged. Take gold leads with rough low-temperature film values, 20 nΩ·m and 50 nm, so that $r_N=1.00$ fΩ·m². Each contact then adds 0.279 fΩ·m², and

$$
\mathrm{MR}=\frac{1.294}{12.24+2(0.279)}=0.101 .
$$

The ohmic resistance of the leads is not counted here; if it is measured in series, MR falls further.

The correction is small only for thick layers. For thin layers the leads change the result completely. Without spin flips in the magnets, $J_s$ is uniform in them: zero in the antiparallel state and $\beta J\rho^*t/(\rho^*t+r_N)$ in the parallel state. Then $\mathrm{MR}=\beta^2\rho^*t/[\rho^*t(1-\beta^2)+r_N]$, which is 26 percent at $t=3$ nm and vanishes as $t\to0$. With $l=5.5$ nm and these gold leads, the model gives about 27, 31 and 24 percent at $t=15$, 5.5 and 3 nm, in place of the 35, 73 and 88 percent of the table. The rise toward 96 percent in thin layers belongs to the ideal sinks.

**Interfaces.** Give each of the two inner interfaces channel resistances $2r_I(1\mp\gamma)$, with the sign following the adjacent magnet, and take $\gamma=\beta$. In the parallel state $J_s=\beta J$ and $W=0$ still satisfy all conditions, and the interfaces add $2r_I(1-\beta^2)$. In the antiparallel state the current between them is unpolarized and they add $2r_I$, while the magnets contribute the same excess as before. For $t\gg l$,

$$
\mathrm{MR}=\frac{\beta^2(r_F+r_I)}{(1-\beta^2)(t\rho^*+r_I)} .
$$

With the round value $r_I=0.5$ fΩ·m² this is 14.0 percent. If the same interfaces do not distinguish the spins, $\gamma=0$, the network gives 6.9 percent. Whether these inner interfaces raise or lower the result thus depends on their selectivity. For $t\gg l$, selective interfaces at the outer contacts, with $\gamma=\beta$ and the sinks kept, add $2r_I(1-\beta^2)$ in both states and so only lower it.

**Spacer.** With sink contacts and no interface resistance, a 5 nm gold spacer lowers the network result from 10.6 to 9.4 percent. Its ohmic resistance, $5\ \text{nm}\times20\ \text{nΩ·m}=0.1$ fΩ·m², is less than one percent of $AR_P$ and cannot account for this change alone. The spacer also alters the spin currents in both states.

## Setting beside real devices

The values of $\beta$, $l$ and $\rho$ are roughly those of nickel–iron alloys at liquid-helium temperature. Real devices break the assumption of negligible interfaces and spacer. With gold leads, the gold spacer and four selective interfaces of the size used above, the model gives 11.3 percent. That this lies near 10.6 percent reflects opposing corrections: taken separately, the leads, the spacer and the two outer interfaces lower the result to 10.1, 9.4 and 10.1 percent, while the selective inner interfaces raise it to 14.0 percent. Warming matters as well: if $\beta$ fell to 0.6 and $l$ to 4 nm, both assumed values, equation (6) would give 4.5 percent.

The current separates the two spin potentials only slightly. At $10^6$ A/cm² the splitting $W_0$ is 0.018 mV, against a thermal voltage of 0.36 mV at 4.2 K.

The diffusion picture is less secure. A one-band estimate with an assumed Fermi wave number of 12 nm⁻¹ gives mean free paths of roughly 12 nm for majority and 2 nm for minority electrons. The first exceeds $l$, whereas a derivation of local diffusion equations by scale separation needs mean free paths short compared with $l$. The size of the resulting error is not determined here. The 10.6 percent is therefore the answer of the stated diffusion model, and a measured device may differ from it for this reason as well.

## Computed values

```
beta = 0.7; l = 5.5 nm; t = 50.0 nm; t/l = 9.091
rho_star = 240 nOhm m
total resistivity = 122.4 nOhm m
majority, minority resistivity = 144, 816 nOhm m
beta^2/(1-beta^2) = 0.9608
l/t = 0.1100; 1 - tanh(t/l) = 2.54e-08
r_F = rho_star*l = 1.320 fOhm m^2
AR parallel, formula = 12.2400 fOhm m^2
AR parallel, network = 12.2400 fOhm m^2
AR difference, formula = 1.2936 fOhm m^2
AR difference, network = 1.2936 fOhm m^2
AR antiparallel, formula = 13.5336 fOhm m^2
MR, formula = 10.569 percent
MR, network = 10.569 percent
same difference over R_AP = 9.56 percent
W0/J at junction, formula = 1.8480 fOhm m^2
W0/J at junction, network = 1.8480 fOhm m^2
AP: Js/J in middle of first magnet = 0.6926
t =  3.0 nm: MR network 87.56 percent, thick-layer form 176.14 percent
t =  5.5 nm: MR network 73.17 percent, thick-layer form 96.08 percent
t = 15.0 nm: MR network 34.93 percent, thick-layer form 35.23 percent
t = 50.0 nm: MR network 10.57 percent, thick-layer form 10.57 percent
MR without spin flips, network = 96.08 percent
gold, rough: 20 nOhm m, l = 50 nm, r_N = 1.00 fOhm m^2
extra AR per gold lead = 0.2788 fOhm m^2
MR with gold leads = 10.11 percent
MR with 5 nm gold spacer = 9.42 percent
interface: r_I = 0.5 fOhm m^2, gamma = 0.7
MR, selective inner interfaces = 13.99 percent
MR, non-selective inner interfaces = 6.90 percent
MR, leads + spacer + 4 interfaces = 11.30 percent
AR_P, AR_AP of that stack = 14.040, 15.627 fOhm m^2
warmer case: beta = 0.6, l = 4.0 nm, MR = 4.50 percent
current density = 1e+06 A/cm^2
spin splitting W0 = 0.0185 mV
thermal voltage at 4.2 K = 0.362 mV
assumed Fermi wave number = 12 1/nm
mean free path, majority = 11.7 nm
mean free path, minority = 2.1 nm
```
